# Why Slow Cycling Wakes a Film More per Cycle: Drift and Trapping: verification in Python

```python
"""Vacancy wake-up under a symmetric square-wave field.

Result under test: drift alone is undone by field reversal. With interior
traps, the captured fraction per cycle rises as frequency falls, both because
a cycle lasts longer and because a many-hop journey can be completed before
reversal. For a one-hop journey only the total time matters.

Symbols: a, b = hop rates along and against the force (1/s);
n = hops from interface to trap; tau = half-period = 1/(2 f);
Y = captured share of free vacancies per cycle in the settled regime;
Gamma = capture rate in the fast-cycling limit (1/s).
The wall is site 0; the first half of each cycle drives vacancies inward.
"""
import numpy as np
from scipy.constants import e, k
from scipy.linalg import expm
from scipy.special import gammainc

temperature = 300.0       # K
field = 3.0e8             # V/m
hop_length = 0.25e-9      # m
charge_number = 2
barrier = 0.65            # eV
attempt_rate = 1.0e13     # 1/s
n = 20
film_sites = 2 * n + 1

thermal_energy = k * temperature / e
field_work = charge_number * field * hop_length      # eV per hop
a = attempt_rate * np.exp(-(barrier - field_work / 2) / thermal_energy)
b = attempt_rate * np.exp(-(barrier + field_work / 2) / thermal_energy)
transit_time = n / (a - b)
Gamma = (a + b) * (1 - np.cos(np.pi / (2 * n + 1)))


def generator(size, up, down, trapped):
    """Column generator; the last site is absorbing if trapped is True."""
    g = np.zeros((size, size))
    for j in range(size):
        if trapped and j == size - 1:
            continue
        if j + 1 < size:
            g[j + 1, j] += up
            g[j, j] -= up
        if j > 0:
            g[j - 1, j] += down
            g[j, j] -= down
    return g


def cycle_matrix(size, tau, trapped=True, up=a, down=b):
    inward = expm(generator(size, up, down, trapped) * tau)
    outward = expm(generator(size, down, up, trapped) * tau)
    return outward @ inward


def settled_survival(hops, frequency):
    m = cycle_matrix(hops + 1, 0.5 / frequency)
    return np.max(np.abs(np.linalg.eigvals(m[:hops, :hops])))


def captured(hops, frequency, cycles):
    """Trapped fraction when all vacancies start at the interface."""
    m = cycle_matrix(hops + 1, 0.5 / frequency)
    return np.linalg.matrix_power(m, cycles)[hops, 0]


rng = np.random.default_rng(12345)


def simulate(hops, tau, cycles, walkers=20000):
    """Random-hop simulation, independent of the matrix calculation."""
    position = np.zeros(walkers, dtype=int)
    for half in range(2 * cycles):
        up = a if half % 2 == 0 else b
        attempts = rng.poisson((a + b) * tau, walkers)
        for i in range(attempts.max()):
            moving = (i < attempts) & (position < hops)
            step = np.where(rng.random(walkers) < up / (a + b), 1, -1)
            position = np.where(moving, np.maximum(position + step, 0),
                                position)
    return np.mean(position == hops)


def sampling_tolerance(probability, walkers=20000):
    return 5 * np.sqrt(probability * (1 - probability) / walkers)


# Matrix evolution against simulated random hops
matrix_capture = captured(n, 100.0, 10)
simulated_capture = simulate(n, 0.005, 10)
assert abs(matrix_capture - simulated_capture) < sampling_tolerance(
    matrix_capture)

# A one-hop journey depends on total time only
one_hop_tau = 0.5 / a
one_hop_formula = 1 - np.exp(-(a + b) * one_hop_tau)
one_hop_long = simulate(1, one_hop_tau, 1)
one_hop_short = simulate(1, one_hop_tau / 10, 10)
for value in (one_hop_long, one_hop_short):
    assert abs(value - one_hop_formula) < sampling_tolerance(one_hop_formula)

# Fast-cycling capture rate, with an error of second order in tau
fast_errors = []
for frequency in (1.0e4, 1.0e5):
    rate = -frequency * np.log(settled_survival(n, frequency))
    fast_errors.append(abs(rate / Gamma - 1))
assert fast_errors[0] < 0.01
assert fast_errors[1] < fast_errors[0] / 30

# First-cycle capture for one-way hops against the Poisson tail
for tau in (0.005, 0.01, 0.02):
    one_way = cycle_matrix(n + 1, tau, up=a, down=0.0)[n, 0]
    assert abs(one_way - gammainc(n, a * tau)) < 1e-10

# Rise of the gain toward low frequency, and its lower bound
scan = np.logspace(1, 4, 121)
scan_gain = np.array([1 - settled_survival(n, f) for f in scan])
first_gain = np.array([captured(n, f, 1) for f in scan])
assert np.all(np.diff(scan_gain) < 1e-11)
assert np.all(scan_gain >= first_gain - 1e-11)
best = np.argmax(scan_gain * scan)
assert 0 < best < len(scan) - 1
assert scan_gain[best] * scan[best] > 3 * Gamma

# Equal field time: one long cycle or one hundred short cycles
long_capture = captured(n, 30.0, 1)
chopped_capture = captured(n, 3000.0, 100)
assert long_capture > 0.95 and chopped_capture < 0.3

# A long journey approaches the sharp threshold of noise-free drift
long_n = 200
long_transit = long_n / (a - b)
below = cycle_matrix(long_n + 1, 0.8 * long_transit)[long_n, 0]
above = cycle_matrix(long_n + 1, 1.2 * long_transit)[long_n, 0]
assert below < 0.01 and above > 0.99

# Film without traps: position after inward half and after whole cycles
sites = np.arange(film_sites)
nm_per_hop = hop_length * 1e9
control = {}
for frequency in (10.0, 10000.0):
    tau = 0.5 / frequency
    halfway = expm(generator(film_sites, a, b, False) * tau)[:, 0]
    m = cycle_matrix(film_sites, tau, trapped=False)
    many = np.linalg.matrix_power(m, 100000)[:, 0]
    control[frequency] = (sites @ halfway, sites @ m[:, 0], sites @ many)
ratio = b / a
assert abs(control[10.0][1] / (ratio / (1 - ratio)) - 1) < 1e-3
assert control[10.0][0] > 0.99 * (film_sites - 1)
assert control[10.0][1] < control[10000.0][1]
assert abs(control[10000.0][2] - n) < 0.5

print(f"Temperature: {temperature:.0f} K")
print(f"Field: {field / 1e8:.1f} MV/cm")
print(f"Hop length: {nm_per_hop:.2f} nm; charge: {charge_number} e")
print(f"Barrier: {barrier:.2f} eV; attempt rate: {attempt_rate:.1e} 1/s")
print(f"Hops to trap: {n}; distance: {n * nm_per_hop:.2f} nm")
print(f"Film thickness: {(film_sites - 1) * nm_per_hop:.2f} nm")
print(f"Thermal energy: {thermal_energy:.5f} eV")
print(f"Field work per hop: {field_work:.3f} eV")
print(f"Rate along force a: {a:.1f} 1/s")
print(f"Rate against force b: {b:.3f} 1/s; a/b: {a / b:.1f}")
print(f"Transit time: {transit_time * 1e3:.3f} ms")
print(f"Frequency with half-period = transit: {0.5 / transit_time:.2f} Hz")
print(f"Fast-cycling capture rate Gamma: {Gamma:.4f} 1/s")
print("Settled gain Y per cycle; net hops are (a-b)*tau:")
for f in (10.0, 30.0, 50.0, 100.0, 300.0, 1000.0, 10000.0):
    gain = 1 - settled_survival(n, f)
    print(f"  {f:.0f} Hz: net hops {(a - b) / (2 * f):.3f}, "
          f"Y {100 * gain:.4f} %, Y*f {gain * f:.3f} 1/s, "
          f"Y*f/Gamma {gain * f / Gamma:.3f}")
print("Trapped after 100 cycles, all starting at interface:")
for f in (100.0, 1000.0, 10000.0):
    print(f"  {f:.0f} Hz: {100 * captured(n, f, 100):.4g} %")
print("First-cycle capture, full model and one-way Poisson tail:")
for f in (30.0, 50.0, 100.0):
    print(f"  {f:.0f} Hz: {100 * captured(n, f, 1):.3f} %, "
          f"{100 * gammainc(n, a / (2 * f)):.3f} %")
print(f"Largest Y*f on scan: {scan_gain[best] * scan[best]:.2f} 1/s "
      f"at {scan[best]:.1f} Hz")
print(f"Equal-time test, total time: {1e3 / 30.0:.2f} ms")
print(f"  1 cycle at 30 Hz: {100 * long_capture:.3f} % trapped")
print(f"  100 cycles at 3000 Hz: {100 * chopped_capture:.3f} % trapped")
print(f"One-hop trap, total time {2e3 * one_hop_tau:.4f} ms:")
print(f"  formula {100 * one_hop_formula:.2f} %, simulated 1 cycle "
      f"{100 * one_hop_long:.2f} %, 10 cycles {100 * one_hop_short:.2f} %")
print(f"Simulation check, 10 cycles at 100 Hz: matrix "
      f"{100 * matrix_capture:.2f} %, hops {100 * simulated_capture:.2f} %")
print(f"{long_n}-hop journey, half-period/transit 0.8: {100 * below:.4f} %")
print(f"{long_n}-hop journey, half-period/transit 1.2: {100 * above:.4f} %")
print("No trap, mean distance from starting interface:")
for f, (half_mean, one_mean, many_mean) in control.items():
    print(f"  {f:.0f} Hz: after inward half {half_mean * nm_per_hop:.5f} nm")
    print(f"    after 1 cycle {one_mean * nm_per_hop:.5f} nm, "
          f"after 100000 cycles {many_mean * nm_per_hop:.5f} nm")
print("PASS")
```

It prints:

```
Temperature: 300 K
Field: 3.0 MV/cm
Hop length: 0.25 nm; charge: 2 e
Barrier: 0.65 eV; attempt rate: 1.0e+13 1/s
Hops to trap: 20; distance: 5.00 nm
Film thickness: 10.00 nm
Thermal energy: 0.02585 eV
Field work per hop: 0.150 eV
Rate along force a: 2189.9 1/s
Rate against force b: 6.615 1/s; a/b: 331.0
Transit time: 9.160 ms
Frequency with half-period = transit: 54.58 Hz
Fast-cycling capture rate Gamma: 6.4450 1/s
Settled gain Y per cycle; net hops are (a-b)*tau:
  10 Hz: net hops 109.164, Y 100.0000 %, Y*f 10.000 1/s, Y*f/Gamma 1.552
  30 Hz: net hops 36.388, Y 99.8791 %, Y*f 29.964 1/s, Y*f/Gamma 4.649
  50 Hz: net hops 21.833, Y 70.4286 %, Y*f 35.214 1/s, Y*f/Gamma 5.464
  100 Hz: net hops 10.916, Y 12.6562 %, Y*f 12.656 1/s, Y*f/Gamma 1.964
  300 Hz: net hops 3.639, Y 2.4418 %, Y*f 7.325 1/s, Y*f/Gamma 1.137
  1000 Hz: net hops 1.092, Y 0.6539 %, Y*f 6.539 1/s, Y*f/Gamma 1.015
  10000 Hz: net hops 0.109, Y 0.0644 %, Y*f 6.444 1/s, Y*f/Gamma 1.000
Trapped after 100 cycles, all starting at interface:
  100 Hz: 100 %
  1000 Hz: 34.14 %
  10000 Hz: 0.004727 %
First-cycle capture, full model and one-way Poisson tail:
  30 Hz: 99.879 %, 99.889 %
  50 Hz: 68.183 %, 68.650 %
  100 Hz: 0.877 %, 0.887 %
Largest Y*f on scan: 38.02 1/s at 42.2 Hz
Equal-time test, total time: 33.33 ms
  1 cycle at 30 Hz: 99.879 % trapped
  100 cycles at 3000 Hz: 3.437 % trapped
One-hop trap, total time 0.4566 ms:
  formula 39.44 %, simulated 1 cycle 39.87 %, 10 cycles 38.96 %
Simulation check, 10 cycles at 100 Hz: matrix 67.43 %, hops 67.27 %
200-hop journey, half-period/transit 0.8: 0.1306 %
200-hop journey, half-period/transit 1.2: 99.6253 %
No trap, mean distance from starting interface:
  10 Hz: after inward half 9.99924 nm
    after 1 cycle 0.00076 nm, after 100000 cycles 0.00076 nm
  10000 Hz: after inward half 0.02737 nm
    after 1 cycle 0.02475 nm, after 100000 cycles 4.98669 nm
PASS
```
